# Two atoms sharing a detuned cavity mode: exchange, swap time, error: test program

```python
"""Two identical atoms exchange an excitation through a detuned lossless mode.

Result under test: eliminating the mode gives the exchange coupling
J = g^2/Delta and the swap time T0 = pi*Delta/(2 g^2). The exact swap error
at T0 lies between about pi^2 x^2 and 4x, with x = g^2/Delta^2, and stopping
when the mode is empty keeps the error below pi^2 x^2.

Symbols (hbar = 1): g = atom-mode coupling, delta = atom minus mode angular
frequency, omega = sqrt(delta^2 + 8 g^2), slow = (omega - delta)/2.
The frame rotates at the atomic frequency for every excitation.
In the example, angular frequencies are in rad/us and times in us.
"""
import numpy as np
from scipy.linalg import expm

# Full space: mode (0 to 4 photons) x atom 1 x atom 2; atomic order (g, e).
N_FOCK = 5
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
one = np.eye(2)
a = np.kron(np.diag(np.sqrt(np.arange(1, N_FOCK)), 1), np.eye(4))
s1 = np.kron(np.eye(N_FOCK), np.kron(lower, one))
s2 = np.kron(np.eye(N_FOCK), np.kron(one, lower))
photons = a.T @ a
excited = s1.T @ s1 + s2.T @ s2
sigma_z = 2 * excited - 2 * np.eye(4 * N_FOCK)
raise_both = a @ (s1 + s2).T
ATOM1, ATOM2, PHOTON = 2, 1, 4   # |e,g,0>, |g,e,0>, |g,g,1>


def hamiltonian(g, delta):
    return -delta * photons + g * (raise_both + raise_both.T)


def populations(g, delta, t):
    """Exact populations of atom 1, atom 2 and mode, starting in atom 1."""
    energy, vectors = np.linalg.eigh(hamiltonian(g, delta))
    psi = vectors @ (np.exp(-1j * energy * t) * vectors[ATOM1])
    return np.abs(psi[[ATOM1, ATOM2, PHOTON]]) ** 2


def swap_error(g, delta, t):
    p1, _, photon = populations(g, delta, t)
    return p1 + photon


def rates(g, delta):
    omega = np.sqrt(delta**2 + 8 * g**2)
    return omega, 4 * g**2 / (omega + delta)


def times(g, delta):
    """Effective swap time, slow-rate time, nearest empty-mode time, cycles."""
    omega, slow = rates(g, delta)
    t0 = np.pi * delta / (2 * g**2)
    t1 = np.pi / slow
    cycles = int(np.rint(omega * t1 / (2 * np.pi)))
    return t0, t1, 2 * np.pi * cycles / omega, cycles


# Elimination of the mode: transformed Hamiltonian against effective operator.
# Only complete excitation-number blocks, free of the photon cutoff, are used.
number = np.rint(np.diag(photons + excited)).astype(int)
complete = np.flatnonzero(number <= 3)


def elimination_remainder(g, delta=1.0):
    generator = (g / delta) * (raise_both - raise_both.T)
    transformed = (expm(generator) @ hamiltonian(g, delta)
                   @ expm(-generator))
    exchange = s1.T @ s2 + s2.T @ s1
    effective = -delta * photons + (g**2 / delta) * (
        exchange + excited + photons @ sigma_z)
    return np.linalg.norm((transformed - effective)[np.ix_(complete, complete)])


order_ratio = elimination_remainder(0.02) / elimination_remainder(0.01)
assert abs(order_ratio - 8) < 0.2      # remainder is third order in g

# Exact exchange rate and its expansion, from the one-excitation energies.
x_test = 1e-3
block = [ATOM1, ATOM2, PHOTON]
one_block = hamiltonian(np.sqrt(x_test), 1.0)[np.ix_(block, block)]
top = np.linalg.eigvalsh(one_block)[-1]
assert abs(top - rates(np.sqrt(x_test), 1.0)[1]) < 1e-13
second = (top / (2 * x_test) - 1 + 2 * x_test) / x_test**2
assert abs(second - 8) < 0.5           # next term is about -40*x_test

# Closed-form populations against the full propagation, both detuning signs.
for ratio in (1.3, 4.0, 9.7):
    omega, slow = rates(1.0, ratio)
    for t in (0.4, 2.9, 17.3):
        b = np.exp(0.5j * ratio * t) * (
            np.cos(omega * t / 2)
            - 1j * ratio / omega * np.sin(omega * t / 2))
        formula = [abs(1 + b)**2 / 4, abs(1 - b)**2 / 4,
                   4 / omega**2 * np.sin(omega * t / 2)**2]
        for sign in (1, -1):
            assert np.allclose(populations(1.0, sign * ratio, t), formula,
                               atol=1e-11)

# Effective dynamics: the population deviation shrinks with the detuning.
deviation = []
for ratio in (20.0, 40.0):
    grid = np.linspace(0, np.pi * ratio / 2, 801)
    deviation.append(max(abs(populations(1.0, ratio, t)[1]
                             - np.sin(t / ratio)**2) for t in grid))
assert deviation[0] < 0.02 and deviation[1] < 0.4 * deviation[0]

# Leading law for population left in atom 1 at the effective swap time.
# Relative corrections are a few tens of x, here below 0.02.
for ratio in np.linspace(60, 60.06, 8):
    t0 = times(1.0, ratio)[0]
    theta = rates(1.0, ratio)[0] * t0
    law = ((1 - np.cos(theta))**2 + (np.pi + np.sin(theta))**2) / ratio**4
    assert abs(populations(1.0, ratio, t0)[0] / law - 1) < 0.02

# Smallest and largest error at T0: integer and half-integer delta^2/(4 g^2).
good, bad = np.sqrt(3600.0), np.sqrt(3602.0)
assert abs(swap_error(1.0, good, times(1.0, good)[0])
           * good**4 / np.pi**2 - 1) < 0.02
assert abs(swap_error(1.0, bad, times(1.0, bad)[0]) * bad**2 / 4 - 1) < 0.01

# Slow-rate time and empty-mode time over a range of detunings.
for ratio in np.linspace(3, 20, 60):
    omega, slow = rates(1.0, ratio)
    t0, t1, t_empty, _ = times(1.0, ratio)
    x = 1 / ratio**2
    weight = (1 + ratio / omega) / 2
    error1 = swap_error(1.0, ratio, t1)
    assert abs(error1 - (1 - weight**2) * np.sin(omega * t1 / 2)**2) < 1e-10
    assert error1 <= 4 * x
    assert abs(t1 - t0 - 2 * np.pi / (omega + ratio)) < 1e-10
    p1, _, photon = populations(1.0, ratio, t_empty)
    assert photon < 1e-18
    assert abs(p1 - np.cos(slow * t_empty / 2)**2) < 1e-10
    limit = np.sin(np.pi * slow / (2 * omega))**2
    assert p1 <= limit + 1e-12 and limit <= np.pi**2 * x**2

# Detunings with a perfect swap.
for k in (1, 2, 7, 25):
    ratio = k * np.sqrt(8 / (2 * k + 1))
    assert swap_error(1.0, ratio, 2 * np.pi * k / ratio) < 1e-18

# Worked example.
TWO_PI = 2 * np.pi
g_mhz = 50.0
g = TWO_PI * g_mhz
print(f"coupling g/2pi = {g_mhz:.1f} MHz")
for delta_mhz in (500.0, 505.0):
    delta = TWO_PI * delta_mhz
    x = (g / delta)**2
    omega, slow = rates(g, delta)
    t0, t1, t_empty, cycles = times(g, delta)
    p1, p2, photon = populations(g, delta, t0)
    print(f"--- detuning Delta/2pi = {delta_mhz:.1f} MHz")
    print(f"x = g^2/Delta^2 = {x:.6f}")
    print(f"Delta^2/(4 g^2) = {1 / (4 * x):.4f}")
    print(f"exchange J/2pi = {g**2 / delta / TWO_PI:.5f} MHz")
    print(f"exact exchange rate/2pi = {slow / 2 / TWO_PI:.5f} MHz")
    print(f"Omega/2pi = {omega / TWO_PI:.4f} MHz")
    print(f"effective swap time T0 = {1e3 * t0:.4f} ns")
    print(f"photon cycles Omega*T0/2pi = {omega * t0 / TWO_PI:.4f}")
    print(f"atom 2 population at T0 = {p2:.6f}")
    print(f"atom 1 population at T0 = {p1:.6f}")
    print(f"photon population at T0 = {photon:.6f}")
    print(f"swap error at T0 = {p1 + photon:.6f}")
    print(f"first-order ceiling 4x = {4 * x:.6f}")
    print(f"slow-rate time T1 = {1e3 * t1:.4f} ns")
    print(f"T1 - T0 = {1e3 * (t1 - t0):.4f} ns")
    print(f"swap error at T1 = {swap_error(g, delta, t1):.6f}")
    print(f"empty-mode cycle number m = {cycles}")
    print(f"empty-mode time t_m = {1e3 * t_empty:.4f} ns")
    print(f"swap error at t_m = {swap_error(g, delta, t_empty):.3e}")
    print(f"bound pi^2 x^2 = {np.pi**2 * x**2:.3e}")

k = 25
delta_perfect = g * k * np.sqrt(8 / (2 * k + 1))
t_perfect = TWO_PI * k / delta_perfect
residual = swap_error(g, delta_perfect, t_perfect)
assert residual < 1e-18
print(f"--- perfect swap, k = {k}")
print(f"detuning Delta/2pi = {delta_perfect / TWO_PI:.4f} MHz")
print(f"ratio Delta/g = {delta_perfect / g:.5f}")
print(f"swap time = {1e3 * t_perfect:.4f} ns")
print(f"effective T0 there = {1e3 * times(g, delta_perfect)[0]:.4f} ns")
print("all assertions hold")
```

It prints:

```
coupling g/2pi = 50.0 MHz
--- detuning Delta/2pi = 500.0 MHz
x = g^2/Delta^2 = 0.010000
Delta^2/(4 g^2) = 25.0000
exchange J/2pi = 5.00000 MHz
exact exchange rate/2pi = 4.90381 MHz
Omega/2pi = 519.6152 MHz
effective swap time T0 = 50.0000 ns
photon cycles Omega*T0/2pi = 25.9808
atom 2 population at T0 = 0.999020
atom 1 population at T0 = 0.000845
photon population at T0 = 0.000135
swap error at T0 = 0.000980
first-order ceiling 4x = 0.040000
slow-rate time T1 = 50.9808 ns
T1 - T0 = 0.9808 ns
swap error at T1 = 0.037359
empty-mode cycle number m = 26
empty-mode time t_m = 50.0370 ns
swap error at t_m = 8.453e-04
bound pi^2 x^2 = 9.870e-04
--- detuning Delta/2pi = 505.0 MHz
x = g^2/Delta^2 = 0.009803
Delta^2/(4 g^2) = 25.5025
exchange J/2pi = 4.95050 MHz
exact exchange rate/2pi = 4.85707 MHz
Omega/2pi = 524.4283 MHz
effective swap time T0 = 50.5000 ns
photon cycles Omega*T0/2pi = 26.4836
atom 2 population at T0 = 0.962491
atom 1 population at T0 = 0.001245
photon population at T0 = 0.036264
swap error at T0 = 0.037509
first-order ceiling 4x = 0.039212
slow-rate time T1 = 51.4714 ns
T1 - T0 = 0.9714 ns
swap error at T1 = 0.000017
empty-mode cycle number m = 27
empty-mode time t_m = 51.4846 ns
swap error at t_m = 1.629e-07
bound pi^2 x^2 = 9.484e-04
--- perfect swap, k = 25
detuning Delta/2pi = 495.0738 MHz
ratio Delta/g = 9.90148
swap time = 50.4975 ns
effective T0 there = 49.5074 ns
all assertions hold
```
